# Band-Edge Density-of-States Masses of Silicon's Warped Valence Bands

## Problem

Near the top of the valence band of an unstrained diamond-structure crystal, four states belong to an effective angular momentum 3/2. A pair of split-off states lies lower by the spin-orbit splitting \(\Delta\). Hole energy \(\varepsilon\) is measured downward from the band edge, and masses are in units of the free-electron mass \(m_0\). For \(\varepsilon\ll\Delta\), to second order in the wave vector \(\mathbf k\), the holes are described by the \(4\times4\) Luttinger matrix

\[
H=\frac{\hbar^2}{2m_0}\left(\gamma_1k^2-T\right),\qquad
T=2\gamma_2\sum_i k_i^2Q_i+2\gamma_3\sum_{i<j}k_ik_jR_{ij},
\]

\[
Q_i=J_i^2-\tfrac54,\qquad R_{ij}=J_iJ_j+J_jJ_i ,
\]

where \(J_x,J_y,J_z\) are the dimensionless spin-3/2 matrices and \(x,y,z\) are the cubic axes. Take as given model inputs, of the size appropriate to silicon, \(\gamma_1=4.285\), \(\gamma_2=0.339\), \(\gamma_3=1.446\); all numbers below refer to these inputs.

(a) Find the energies \(\varepsilon(\mathbf k)\) and the masses along [100], [110] and [111].

(b) Express the density-of-states mass of each band as an average over directions.

(c) Evaluate both masses by a method that can be followed by hand. The values 0.54 for heavy holes and 0.15 for light holes have been proposed. Are they the band-edge values?

(d) Find the effective density of states \(N_v\) at 4 K, and the share of heavy holes in a nondegenerate hole gas.

(e) Include the split-off band and determine how far in energy and temperature the band-edge masses can be used.

## Solution

### (a) The warped bands

The energies follow from \(T^2\), which requires the products of the matrices \(Q_i\) and \(R_{ij}\).

**Products of the Q.** The eigenvalues of \(J_i\) are \(\pm\frac32,\pm\frac12\), so \(J_i^2\) is \(\frac94\) or \(\frac14\), and \(Q_i\) has eigenvalues \(+1,+1,-1,-1\). Hence \(Q_i^2=1\) and \(\operatorname{Tr}Q_i=0\). Since \(\sum_iJ_i^2=\frac32\cdot\frac52=\frac{15}4\), the sum \(Q_x+Q_y+Q_z\) vanishes. Squaring \(Q_x+Q_y=-Q_z\) gives

\[
2+(Q_xQ_y+Q_yQ_x)=1\quad\Rightarrow\quad Q_xQ_y+Q_yQ_x=-1,
\]

and the same holds for the other pairs.

**Squares of the R.** Let \(a=(J_x+iJ_y)^2\) and \(b=(J_x-iJ_y)^2\). Expanding the squares,

\[
a=D+iR_{xy},\quad b=D-iR_{xy},\quad D=J_x^2-J_y^2=Q_x-Q_y,
\]

so that \(D=(a+b)/2\) and \(R_{xy}=(a-b)/2i\). The matrix \(a\) raises the quantum number \(m\) of \(J_z\) by 2, and \(b\) lowers it by 2. As \(m\) spans a range of only 3, \(a^2=b^2=0\). Therefore

\[
D^2=\frac{ab+ba}{4}=R_{xy}^2,\qquad
DR_{xy}+R_{xy}D=\frac{2a^2-2b^2}{4i}=0 .
\]

But \(D^2=Q_x^2+Q_y^2-(Q_xQ_y+Q_yQ_x)=1+1+1=3\), so \(R_{xy}^2=3\).

**R with Q.** For \(m=\frac32,\frac12,-\frac12,-\frac32\), \(Q_z\) has the values \(1,-1,-1,1\). A change of \(m\) by 2 reverses this sign, so \(R_{xy}\) anticommutes with \(Q_z\). It also anticommutes with \(D\), and \(Q_x=(-Q_z+D)/2\), \(Q_y=(-Q_z-D)/2\). Thus \(R_{xy}\) anticommutes with every \(Q\). Cyclic exchange of the axes extends this to every \(R\).

**R with R.** Rotate by 45° about \(z\): \(J_x\to(J_x+J_y)/\sqrt2\), \(J_y\to(J_y-J_x)/\sqrt2\). Such a rotation is a unitary transformation and preserves algebraic relations. It turns \(D\) into \(R_{xy}\), \(R_{yz}\) into \((R_{yz}-R_{xz})/\sqrt2\), and \(R_{xz}\) into \((R_{xz}+R_{yz})/\sqrt2\). Because \(R_{yz}\) and \(R_{xz}\) anticommute with \(D\), both rotated combinations anticommute with \(R_{xy}\). So do their sum and difference, that is, \(R_{yz}\) and \(R_{xz}\) separately. Cyclic exchange covers the remaining pair.

**The square of T.** All cross terms containing an \(R\) cancel. With \(q=\sum_{i<j}k_i^2k_j^2\),

\[
T^2=4\gamma_2^2\Big(\sum_ik_i^4-q\Big)+4\gamma_3^2\cdot3q .
\]

Since \(\sum_ik_i^4=k^4-2q\), this becomes

\[
T^2=4\gamma_2^2k^4+12(\gamma_3^2-\gamma_2^2)\,q ,
\]

a multiple of the unit matrix. The eigenvalues of \(T\) are therefore plus or minus the square root of this number. The trace of \(T\) is zero, because \(\operatorname{Tr}Q_i=0\) and \(R_{xy}\), which changes \(m\), has no diagonal elements; the other \(R\) follow by rotation. Each sign thus occurs twice. Writing \(\mathbf k=k\mathbf n\) and \(q=k^4s\),

\[
\varepsilon=\frac{\hbar^2k^2}{2m_0}A(\mathbf n),\qquad
A_{h,l}=\gamma_1\mp\sqrt{4\gamma_2^2+12(\gamma_3^2-\gamma_2^2)\,s},
\]

\[
s=n_x^2n_y^2+n_y^2n_z^2+n_z^2n_x^2 .
\]

The upper sign, with the smaller \(A\), gives the heavy holes. In a fixed direction the mass is \(1/A\).

Since \(\sum_in_i^2=1\), one has \(s=(1-\sum_in_i^4)/2\). The sum of fourth powers lies between \(\frac13\) and 1, hence \(0\le s\le\frac13\). With \(4\gamma_2^2=0.45968\) and \(12(\gamma_3^2-\gamma_2^2)=23.71194\):

| direction | \(s\) | heavy mass | light mass |
|---|---|---|---|
| [100] | 0 | 0.277 | 0.201 |
| [110] | 1/4 | 0.569 | 0.147 |
| [111] | 1/3 | 0.718 | 0.139 |

As an example, along [111] the root is \(2\gamma_3=2.892\), so \(A_h=1.393\) and the heavy mass is \(1/1.393=0.718\). The root grows from \(2\gamma_2=0.678\) along [100] to 2.892 along [111]. Subtracted from \(\gamma_1\), it lowers \(A_h\) from 3.607 to 1.393; added, it raises \(A_l\) from 4.963 to 7.177. The same change is a larger fraction of the smaller \(A_h\), so the heavy band is the more strongly warped. If \(\gamma_2=\gamma_3\), the dependence on \(s\) disappears and both bands are spherical.

### (b) From directional masses to a density of states

At energy \(\varepsilon\) the constant-energy surface has radius \(k=(2m_0\varepsilon/\hbar^2A)^{1/2}\) in direction \(\mathbf n\). The volume it encloses is

\[
V(\varepsilon)=\int d\Omega\,\frac{k^3}{3}
=\frac{4\pi}{3}\left(\frac{2m_0\varepsilon}{\hbar^2}\right)^{3/2}\left\langle A^{-3/2}\right\rangle ,
\]

where \(\langle\cdots\rangle=\int d\Omega(\cdots)/4\pi\). A spherical band of mass \(m_d\) has \(A=1/m_d\), and its volume contains \(m_d^{3/2}\) in place of the average. Equal volumes require

\[
m_d=\left\langle A^{-3/2}\right\rangle^{2/3}.
\]

The power 3/2 comes from counting states in three dimensions, so the heavy directions receive more weight than in a plain average of masses. The result must lie between the smallest and largest directional masses.

With two degenerate states at each \(\mathbf k\), the number of states per unit volume up to \(\varepsilon\) is

\[
N(\varepsilon)=\frac{2V}{(2\pi)^3}=\frac1{3\pi^2}\left(\frac{2m_dm_0\varepsilon}{\hbar^2}\right)^{3/2},
\]

and differentiation gives the density of states

\[
g(\varepsilon)=\frac{dN}{d\varepsilon}=\frac1{2\pi^2}\left(\frac{2m_dm_0}{\hbar^2}\right)^{3/2}\sqrt\varepsilon .
\]

### (c) Evaluating the angular average

The integrand depends on direction through \(s\) alone. It can be replaced by a fourth-degree polynomial in \(s\) that agrees with it at five nodes, and the average of that polynomial needs only the moments \(\langle s^p\rangle\) up to \(p=4\).

**Moments.** Take three independent Gaussian variables of unit variance as the components of \(r\mathbf n\). The average of \(x^{2a}y^{2b}z^{2c}\) is \((2a-1)!!(2b-1)!!(2c-1)!!\), with \((-1)!!=1\). It also factors into a radial and an angular average, and \(\langle r^{2M}\rangle=(2M+1)!!\) for \(M=a+b+c\). Hence

\[
\langle n_x^{2a}n_y^{2b}n_z^{2c}\rangle=\frac{(2a-1)!!\,(2b-1)!!\,(2c-1)!!}{(2M+1)!!}.
\]

Expand the powers of \(s\) and collect equivalent terms:

\[
\langle s\rangle=\frac{3}{15}=\frac15,\qquad
\langle s^2\rangle=\frac{3\cdot9+6\cdot3}{945}=\frac1{21},
\]

\[
\langle s^3\rangle=\frac{3\cdot225+18\cdot45+6\cdot27}{135135}=\frac{1647}{135135},
\]

\[
\langle s^4\rangle=\frac{3\cdot11025+24\cdot1575+18\cdot945+36\cdot675}{34459425}=\frac{112185}{34459425}.
\]

**Weights.** Choose the nodes \(s=0,\frac1{12},\frac16,\frac14,\frac13\), or \(t=12s=0,1,2,3,4\). The moments \(\mu_p=12^p\langle s^p\rangle\) are

\[
\mu_1=2.4,\quad\mu_2=6.85714,\quad\mu_3=21.06054,\quad\mu_4=67.50746 .
\]

The weight of a node is the average of the polynomial that equals 1 there and 0 at the other nodes. For \(t=0\),

\[
w_0=\frac{\langle(t-1)(t-2)(t-3)(t-4)\rangle}{24}
=\frac{\mu_4-10\mu_3+35\mu_2-50\mu_1+24}{24}=0.0376 .
\]

The other four are

\[
w_1=-\frac{\mu_4-9\mu_3+26\mu_2-24\mu_1}{6},\qquad
w_2=\frac{\mu_4-8\mu_3+19\mu_2-12\mu_1}{4},
\]

\[
w_3=-\frac{\mu_4-7\mu_3+14\mu_2-8\mu_1}{6},\qquad
w_4=\frac{\mu_4-6\mu_3+11\mu_2-6\mu_1}{24}.
\]

| \(s\) | weight | \(A_h\) | \(A_h^{-3/2}\) | \(A_l^{-3/2}\) |
|---|---|---|---|---|
| 0 | 0.03759 | 3.6070 | 0.14598 | 0.09044 |
| 1/12 | 0.22528 | 2.7243 | 0.22239 | 0.07075 |
| 1/6 | 0.12721 | 2.1846 | 0.30970 | 0.06198 |
| 1/4 | 0.51939 | 1.7576 | 0.42915 | 0.05624 |
| 1/3 | 0.09053 | 1.3930 | 0.60824 | 0.05201 |

**Masses.** For the heavy holes the weighted sum is

\[
0.00549+0.05010+0.03940+0.22290+0.05506=0.3729,
\]

so \(m_h=0.3729^{2/3}=0.518\). For the light holes,

\[
0.00340+0.01594+0.00788+0.02921+0.00471=0.0611,
\]

so \(m_l=0.0611^{2/3}=0.155\).

A converged quadrature over the sphere gives 0.5181 and 0.1551, against 0.5181 and 0.1552 from the five nodes. The replacement by a polynomial is therefore harmless at the accuracy needed here. The numerical check also obtains the masses without the formula for \(A\), from a sum of Boltzmann factors over numerically diagonalized \(4\times4\) matrices.

Neither proposed value is the band-edge value for these parameters, which give 0.518 and 0.155. The proposed 0.15 is 3% lower than the band-edge light mass, which would lower the light-hole density of states by 5%; since part (e) shows that the light mass cannot fall as the energy rises, 0.15 is not a finite-energy value of this model either. The proposed 0.54 is 4% higher than the band-edge mass, which would raise the heavy-hole density of states by 6%. A difference of this size lies within the spread of parameter sets used for silicon: the heavy mass is sensitive to the inputs, and \(\gamma_1=4.22\), \(\gamma_2=0.39\), \(\gamma_3=1.44\) give band-edge masses of 0.537 and 0.156.

### (d) Carrier statistics at 4 K

The densities of states of the two bands add, and each is proportional to \(m_d^{3/2}\). The combined mass thus obeys

\[
m_v^{3/2}=m_h^{3/2}+m_l^{3/2}=0.37294+0.06111=0.43405,\qquad m_v=0.573 .
\]

In a nondegenerate gas, a state at hole energy \(\varepsilon\) is occupied by a hole with probability \(e^{-(E_F-E_v)/k_BT}e^{-\varepsilon/k_BT}\), where \(E_F\) is the Fermi energy and \(E_v\) the band edge, both on the electron energy scale. The hole density is \(p=N_ve^{-(E_F-E_v)/k_BT}\). Using \(\int_0^\infty\sqrt\varepsilon\,e^{-\varepsilon/k_BT}d\varepsilon=\frac{\sqrt\pi}2(k_BT)^{3/2}\),

\[
N_v=\frac1{2\pi^2}\left(\frac{2m_vm_0}{\hbar^2}\right)^{3/2}\frac{\sqrt\pi}{2}(k_BT)^{3/2}
=2\left(\frac{m_vm_0k_BT}{2\pi\hbar^2}\right)^{3/2}.
\]

At 4 K the expression with \(m_v=1\) equals \(3.863\times10^{16}\ \mathrm{cm^{-3}}\), and therefore

\[
N_v(4\ \mathrm K)=0.43405\times3.863\times10^{16}\ \mathrm{cm^{-3}}=1.68\times10^{16}\ \mathrm{cm^{-3}} .
\]

Boltzmann statistics require \(p\ll N_v\). The heavy-hole share is \(0.37294/0.43405=86\%\), independent of temperature as long as both bands remain parabolic.

### (e) Where the band-edge masses stop being valid

Without spin-orbit coupling, the valence states are three \(p\)-like orbitals, each with two spin states. Their hole energies are the eigenvalues of \((\hbar^2k^2/2m_0)P\), where

\[
P_{ii}=\gamma_1-2\gamma_2+6\gamma_2n_i^2,\qquad P_{ij}=6\gamma_3n_in_j\quad(i\ne j).
\]

Spin-orbit coupling adds \(-\Delta\Pi\) to the electron energy, where \(\Pi\) projects on the two split-off states. A state at electron energy \(-\varepsilon\) satisfies

\[
(\varepsilon-\Delta\Pi)v=\kappa Pv,\qquad \kappa=\frac{\hbar^2k^2}{2m_0}.
\]

At fixed energy and direction this is an eigenvalue problem for \(k^2\), provided \(P\) is positive definite.

To verify that it is, take a real unit vector \(v\) and set \(w_i=n_iv_i\). Then

\[
v^{\mathsf T}Pv=\gamma_1-2\gamma_2-6(\gamma_3-\gamma_2)\sum_iw_i^2+6\gamma_3\Big(\sum_iw_i\Big)^2 .
\]

Let the positive \(w_i\) sum to \(\alpha\) and the negative ones to \(-\beta\). Then \(\alpha+\beta=\sum_i|n_iv_i|\le1\), and

\[
\sum_iw_i^2\le\alpha^2+\beta^2=\tfrac12(\alpha+\beta)^2+\tfrac12(\alpha-\beta)^2 .
\]

The terms in \((\alpha-\beta)^2\) have the total coefficient \(-3(\gamma_3-\gamma_2)+6\gamma_3>0\) and can be dropped from a lower bound. This leaves

\[
v^{\mathsf T}Pv\ge\gamma_1-2\gamma_2-3(\gamma_3-\gamma_2)=0.286>0 .
\]

Now divide the eigenvalue equation by \(\varepsilon\) and put it in symmetric form. The ratios \(\kappa/\varepsilon\) are the eigenvalues of

\[
P^{-1/2}\left(1-\frac{\Delta}{\varepsilon}\Pi\right)P^{-1/2}.
\]

Raising \(\varepsilon/\Delta\) adds a matrix without negative eigenvalues. By the min–max principle, no ordered eigenvalue can then decrease. The largest pair belongs to the heavy holes and the next pair to the light holes. Hence neither mass, defined at each energy by the enclosed volume as in (b), can fall as the energy rises. Numerically both increase:

| \(\varepsilon/\Delta\) | heavy mass | light mass |
|---|---|---|
| 0.01 | 0.521 | 0.155 |
| 0.05 | 0.531 | 0.157 |
| 0.10 | 0.545 | 0.158 |
| 0.50 | 0.725 | 0.178 |

At very small \(\varepsilon/\Delta\) the six-band calculation reproduces the masses found in (c), which is one of the tests in the numerical check. The table gives the masses defined by the enclosed volume. Away from the band edge, a mass defined from \(g(\varepsilon)=dN/d\varepsilon\) is different. If the volume mass grows as \(1+a\varepsilon/\Delta\), then \(N\propto\varepsilon^{3/2}(1+\frac32a\varepsilon/\Delta)\) and \(g\propto\varepsilon^{1/2}(1+\frac52a\varepsilon/\Delta)\), so to first order the mass from \(g\) grows as \(1+\frac53a\varepsilon/\Delta\). For the heavy holes it reaches 0.54 near \(\varepsilon/\Delta\approx0.05\). The heavy mass defined by volume reaches 0.54 at \(\varepsilon/\Delta=0.083\). With a splitting of roughly 44 meV, this is a hole energy of about 4 meV. For the present inputs 0.54 is thus reached only at finite energy. This does not explain where the proposed value comes from, since slightly different Luttinger parameters give it at the band edge, as noted in (c).

For the effect on a thermal hole gas, integrate by parts:

\[
\int_0^\infty g\,e^{-\varepsilon/k_BT}d\varepsilon=\frac1{k_BT}\int_0^\infty N(\varepsilon)\,e^{-\varepsilon/k_BT}d\varepsilon .
\]

Each band contributes to \(N(\varepsilon)\) in proportion to \(m_d(\varepsilon)^{3/2}\varepsilon^{3/2}\). With \(x=\varepsilon/k_BT\), the hole density at a given Fermi energy exceeds the band-edge result by the factor

\[
F(T)=\frac{\displaystyle\int_0^\infty x^{3/2}e^{-x}\left[m_h^{3/2}(xk_BT)+m_l^{3/2}(xk_BT)\right]dx}{\Gamma(5/2)\left[m_h^{3/2}(0)+m_l^{3/2}(0)\right]} .
\]

At 4 K, \(k_BT=0.345\) meV is far below \(\Delta\), and \(F=1.013\). The value of \(N_v\) in (d) is therefore low by about 1%. The factor grows quickly with temperature: \(F=1.07\) at 20 K, 1.18 at 40 K and 1.42 at 77 K. The band-edge masses give the hole density to within 10% only up to somewhat above 20 K.

At 300 K, \(k_BT=25.9\) meV is more than half of \(\Delta\), and \(F\approx2.4\). The band-edge masses would give \(N_v=1.09\times10^{19}\ \mathrm{cm^{-3}}\), while the heavy and light holes of the six-band model give about \(2.6\times10^{19}\ \mathrm{cm^{-3}}\). This second figure is rough. It depends weakly on \(\Delta\) (\(F\) goes from 2.47 to 2.33 for \(\Delta\) from 40 to 48 meV) and more strongly on the Luttinger parameters (\(F\) goes from 2.23 to 2.58 for \(\gamma_3\) from 1.43 to 1.46), because the smallest eigenvalue of \(P\) is a small difference of large numbers. It leaves out holes in the split-off band itself, which add about 1%. It also assumes that the matrix stays quadratic in \(k\), although roughly 40% of the holes lie beyond \(k=0.1\,(2\pi/a)\), with \(a\) the lattice constant of silicon. It nevertheless shows that the masses 0.52 and 0.155 belong to cold holes near the band edge and should not be used for the hole density of silicon at room temperature.

## Computed values

```
Luttinger parameters g1, g2, g3 (no unit): 4.285 0.339 1.446
4 g2^2 (no unit): 0.45968
12 (g3^2 - g2^2) (no unit): 23.71194
[100] s = 0.0000; heavy, light mass (m0): 0.2772 0.2015
[110] s = 0.2500; heavy, light mass (m0): 0.5690 0.1468
[111] s = 0.3333; heavy, light mass (m0): 0.7179 0.1393
Sphere moments <s>, <s^2>, <s^3>, <s^4>: 0.20000000 0.04761905 0.01218781 0.00325557
Five-node rule: s, weight, A_h, A_l, A_h^-1.5, A_l^-1.5 (no unit)
  0.00000 0.03759 3.6070 4.9630 0.14598 0.09044
  0.08333 0.22528 2.7243 5.8457 0.22239 0.07075
  0.16667 0.12721 2.1846 6.3854 0.30970 0.06198
  0.25000 0.51939 1.7576 6.8124 0.42915 0.05624
  0.33333 0.09053 1.3930 7.1770 0.60824 0.05201
Five-node heavy, light mass (m0): 0.5181 0.1552
Converged <A^-1.5> heavy, light (no unit): 0.37294 0.06111
Band-edge heavy-hole DOS mass (m0): 0.5181
Band-edge light-hole DOS mass (m0): 0.1551
Boltzmann-sum heavy, light mass (m0): 0.5181 0.1551
Combined valence-band DOS mass (m0): 0.5733
Heavy-hole share of holes (percent): 85.92
Band-edge Nv at 4 K (cm^-3): 1.6769e+16
Direct k-space sum for Nv at 4 K (cm^-3): 1.6769e+16
Band-edge Nv at 300 K (cm^-3): 1.0892e+19
Six-band heavy, light mass at energy/Delta = 0.01 (m0): 0.5205 0.1554
Six-band heavy, light mass at energy/Delta = 0.05 (m0): 0.5307 0.1567
Six-band heavy, light mass at energy/Delta = 0.10 (m0): 0.5450 0.1584
Six-band heavy, light mass at energy/Delta = 0.50 (m0): 0.7250 0.1778
Rough splitting Delta (meV): 44
Energy/Delta where heavy mass is 0.54: 0.0833
The same energy (meV): 3.66
kB T at 4 K (meV): 0.345
kB T at 300 K (meV): 25.852
Six-band / band-edge hole density at 4 K: 1.0128
Six-band / band-edge hole density at 300 K: 2.39
```
